# Pauli-Blocked Core Transitions and the Valence f-Sum in PAW

Consider independent electrons, each moving in the same local, spin-independent potential $V(\mathbf r)$. In atomic units the one-electron Hamiltonian is

$$H=\tfrac12\mathbf p^2+V(\mathbf r),\qquad H|i\rangle=\varepsilon_i|i\rangle .$$

For light polarized along $z$, the oscillator strength of the transition from $i$ to $j$ is

$$f(i\to j)=2(\varepsilon_j-\varepsilon_i)\,|\langle j|z|i\rangle|^2 .$$

It is positive for absorption and negative when the final state lies lower. Exchanging the two states reverses the energy difference and leaves the squared matrix element alone, so $f(j\to i)=-f(i\to j)$. Since $z$ does not act on spin, both states have the same spin.

The occupied states are divided into core states $c$ and valence states $v$, every core level lying below every valence level, and the empty states are called $u$. Occupations are zero or one. The valence f-sum is the total strength of the transitions open to the valence electrons,

$$F_v=\sum_v\sum_u f(v\to u).$$

In the projector augmented-wave (PAW) method, smooth pseudo wavefunctions are calculated for the valence and empty states, and the all-electron wavefunctions are reconstructed from them. The core is frozen and does not appear among the calculated states.

## The belief and its appeal

The belief is that $F_v$ equals the number of valence electrons $N_v$, so that a converged PAW calculation for an atom with one valence electron should give one.

There is a good argument behind it. The f-sum rule counts electrons. The calculation contains $N_v$ of them, and its spectrum has no core levels into which they could fall. For one kind of calculation the argument is even correct. If the core were replaced by a local pseudopotential, and the dipole were evaluated with the pseudo wavefunctions, the system would be $N_v$ electrons in a local potential with no core. The derivation below would then give $N_v$.

PAW with reconstructed matrix elements describes something else: valence electrons of the all-electron problem, which must stay orthogonal to a filled core. To see what this changes, we need to know which final states the sum rule requires.

## The sum rule needs the core states

The potential is local and commutes with $z$, so only the kinetic energy contributes to the first commutator. With $[z,p_z]=i$,

$$[H,z]=\tfrac12[p_z^2,z]=-ip_z,\qquad [z,[H,z]]=-i[z,p_z]=1 .$$

Writing out the double commutator gives

$$[z,[H,z]]=2zHz-z^2H-Hz^2 .$$

Take its expectation value in $|i\rangle$. In the last two terms $H$ acts on $|i\rangle$ or $\langle i|$ and gives $\varepsilon_i$. Hence

$$1=2\langle i|zHz|i\rangle-2\varepsilon_i\langle i|z^2|i\rangle .$$

Now insert $\sum_j|j\rangle\langle j|=1$ between the two factors of $z$ in each term:

$$1=2\sum_j(\varepsilon_j-\varepsilon_i)|\langle j|z|i\rangle|^2=\sum_j f(i\to j).$$

The inserted set has to be complete. It therefore includes the occupied states, and the core states among them. The rule is a statement about one orbital and knows nothing of occupations.

For a valence orbital, separate the three groups of final states and solve for the empty ones:

$$\sum_u f(v\to u)=1-\sum_c f(v\to c)-\sum_{v'}f(v\to v').$$

Sum this over the occupied valence orbitals. The last term becomes a double sum over $v$ and $v'$, in which each pair appears twice with opposite signs, so it vanishes. The core term has no such partner, because only the valence orbitals are being summed. Since $\varepsilon_c<\varepsilon_v$, each $f(v\to c)$ is negative or zero, and

$$F_v=N_v+\sum_{v,c}|f(v\to c)|\;\ge\;N_v .$$

The Pauli principle removes negative terms from a sum whose full value is $N_v$, and what remains is larger. Equality holds if no valence orbital has a dipole matrix element with a core orbital of the same spin. Lithium in a spherical mean field is such a case: $2s$ and $1s$ have the same parity, so $z$ does not connect them.

## Where the extra strength comes from

The total is unaffected. Apply the same separation to the core orbitals. Transitions within the core cancel in pairs, and the blocked transitions from core to valence have $f(c\to v)=-f(v\to c)>0$. With $N_c$ core electrons,

$$F_c=N_c-\sum_{v,c}|f(v\to c)|,\qquad F_v+F_c=N_v+N_c .$$

The core electrons are denied some absorption because the valence states are filled, and the valence electrons gain the same amount. The number of electrons fixes the total. It does not fix the valence and core parts separately.

## Sodium

The ground-state valence electron of sodium is in $3s$, and the $2p$ shell below it is filled. The atom was treated in the local density approximation (LDA), with a spherical, spin-restricted potential. A hard-wall box of radius 35 bohr, or 18.521 Å, turns the continuum into discrete states.

Write the orbitals as $(u_s/r)Y_{00}$ and $(u_p/r)Y_{10}$. Polarization along $z$ connects an $s$ state to the $p$ state with $m=0$. Because $Y_{10}=\sqrt3\cos\theta\,Y_{00}$, and the average of $\cos^2\theta$ over the sphere is $1/3$, the angular integral is $\sqrt3/3=1/\sqrt3$. Therefore

$$\langle p|z|s\rangle=\frac{R}{\sqrt3},\quad R=\int_0^\infty u_p\,r\,u_s\,dr,\qquad f(s\to p)=\tfrac23(\varepsilon_p-\varepsilon_s)R^2 .$$

The calculated levels are $\varepsilon_{3s}=-2.814$ eV and $\varepsilon_{2p}=-28.861$ eV, so the energy difference is $-28.861+2.814=-26.047$ eV. The matrix element has magnitude 0.08725 Å. To use the atomic-unit formula, divide the energy by the hartree, 27.211 eV, and the length by the bohr, $18.521/35=0.52917$ Å:

$$f(3s\to2p)=2\left(\frac{-26.047}{27.211}\right)\left(\frac{0.08725}{0.52917}\right)^2=-0.0520 .$$

The sum over all final states is 1.0000. Without the blocked transition it is

$$F_v=1+0.0520=1.0520 .$$

The valence sum of sodium in this model is 5.2% larger than its single valence electron would suggest.

The blocked strength can also be found without the position operator. Since $-ip_z=-\partial_z$, the first commutator gives $(\varepsilon_p-\varepsilon_s)\langle p|z|s\rangle=-\langle p|\partial_z|s\rangle$. Differentiating $u_s/r$ along $z$ produces $\cos\theta\,(u_s'/r-u_s/r^2)$, and the angular integral is again $1/\sqrt3$. Hence

$$G\equiv\int_0^\infty u_p\left(u_s'-\frac{u_s}{r}\right)dr=-(\varepsilon_p-\varepsilon_s)R,\qquad f(s\to p)=\frac{2G^2}{3(\varepsilon_p-\varepsilon_s)} .$$

This form also gives $-0.0520$. The gradient enters squared, so the negative sign comes from the energy denominator.

The core supplies the balance. Five core electrons have the spin of the $3s$ electron: one in $1s$, one in $2s$ and three in $2p$. Their allowed transitions sum to 4.948, and $4.948+1.052=6.000$. For the other spin $3s$ is empty, nothing is transferred, and the five core electrons keep a sum of five.

## Potassium

Potassium has two filled $p$ shells below its $4s$ electron. The strengths are $-0.1177$ into $3p$ and $-0.0024$ into $2p$, so

$$F_v=1+0.1177+0.0024=1.1201 .$$

The excess is 12%, nearly all of it from the outer core shell. That shell is closer in energy to the valence level than $2p$ is in sodium, which at a fixed dipole matrix element would reduce $|f|$. Its dipole matrix element is larger, however, 0.165 Å against 0.087 Å, and enters squared.

Within this independent-electron LDA model, one line is enough to refute the belief; the number below is the model's strength, not the measured one. The allowed transition $4s\to4p$ alone has strength 1.053. All other allowed $p$ states lie above $4s$ and contribute non-negative amounts, so their addition cannot bring the sum back to one.

## Why removing the core from PAW does not restore the count

PAW connects a pseudo wavefunction $\tilde\psi$ to the all-electron one by

$$|\psi\rangle=|\tilde\psi\rangle+\sum_a\left(|\phi_a\rangle-|\tilde\phi_a\rangle\right)\langle p_a|\tilde\psi\rangle .$$

Here $\phi_a$ and $\tilde\phi_a$ are all-electron and pseudo partial waves, equal outside a sphere around the atom, and the projectors satisfy $\langle p_a|\tilde\phi_b\rangle=\delta_{ab}$. If the partial waves are complete inside the sphere, $\tilde\psi=\sum_a\tilde\phi_a\langle p_a|\tilde\psi\rangle$ there. The dipole integral is then the smooth integral over all space, minus its part inside the sphere, plus the all-electron part inside:

$$\langle\psi_j|z|\psi_i\rangle=\langle\tilde\psi_j|z|\tilde\psi_i\rangle+\sum_{ab}\langle\tilde\psi_j|p_a\rangle\left(\langle\phi_a|z|\phi_b\rangle-\langle\tilde\phi_a|z|\tilde\phi_b\rangle\right)\langle p_b|\tilde\psi_i\rangle .$$

The partial waves are built orthogonal to the core. Assume also that the core orbitals vanish outside the sphere. If the pseudo partial waves are complete inside it, each reconstructed state is there a combination of the $\phi_a$ and so is orthogonal to the core. A finite set does not enforce this orthogonality, and the numbers below do not trace the approach to the limit. In this idealized limit the reconstructed states span everything except the core:

$$\sum_j|\psi_j\rangle\langle\psi_j|=1-P_c,\qquad P_c=\sum_c|c\rangle\langle c| .$$

This is where the counting argument fails. Core levels are absent from the PAW spectrum, but the space left behind is incomplete, and the sum rule was derived with a complete one. Core states are eigenstates of $H$, so $P_c$ commutes with $H$, and for one valence electron the PAW sum is

$$2\langle v|z(1-P_c)(H-\varepsilon_v)z|v\rangle=1-\sum_c f(v\to c).$$

This is the all-electron result again. Leaving the core states out of the calculation and forbidding transitions into them have the same effect on the sum.

## What a finite PAW calculation gives

With a finite number of partial waves, the pseudo states solve $\tilde H|\tilde\psi_j\rangle=\varepsilon_jS|\tilde\psi_j\rangle$ with $\langle\tilde\psi_i|S|\tilde\psi_j\rangle=\delta_{ij}$. If the states are the columns of a matrix $C$, this normalization reads $C^\dagger SC=1$, and so $CC^\dagger=S^{-1}$. Let $|d\rangle$ be the PAW dipole operator acting on the initial pseudo state. The sum over all PAW states becomes

$$2\langle d|S^{-1}(\tilde H-\varepsilon_vS)S^{-1}|d\rangle .$$

Nothing in this expression forces it to equal $1$ or $F_v$. Agreement should be looked for in the energy range that the partial waves describe.

For sodium, two $p$ partial waves were used, taken at $-0.776$ eV (the $3p$ state) and at 25.352 eV. The sphere radius and local potential were selected by comparing energies of the 13 box states in between. The strengths of those states played no part in the selection. They sum to 0.0552 in PAW and 0.0544 in the all-electron calculation, a difference of 1.4% relative to the latter.

With both reference states included, the window sums are 1.0129 in PAW and 1.0121 all-electron. For a reference state the pseudo state is the pseudo partial wave itself, and $\langle p_a|\tilde\phi_b\rangle=\delta_{ab}$ reconstructs it exactly, so its strength agrees by construction. The difference of the window sums, 0.0008, is the difference already found for the 13 states, and their closeness is no further test. Both already exceed one. The smooth part of the dipole alone gives 1.0107, so for this dataset and window the one-centre terms are a small correction and are not what lifts the sum above one. The sum over all PAW states is 1.042, short of 1.052, as the lack of a rule for a finite set permits. It is not a lower bound, and it depends on the dataset. The value is for a sphere radius of 2.8 bohr; radii of 2.6 and 3.2 bohr reproduce the energies of the 13 states about as well, to 0.005 eV or better, and give 1.07 and 1.02.

The dataset must also be free of ghost states, which are spurious solutions of the pseudo problem. One rejected dataset had a $p$ level at $-20.4$ eV, where sodium has none. Its reconstructed wavefunction is essentially the $2p$ core orbital, returning at the wrong energy. It lies below $3s$, so its strength from $3s$ was negative, $-0.030$, a distorted copy of the blocked transition. Counting it as an empty state would have hidden part of the excess.

A sum over few empty states can also hide the effect. In the all-electron calculation $3s\to3p$ contributes 0.955, which taken alone looks like a sum approaching one from below. The allowed strength then accumulates slowly with final-state energy:

| Final states below | Allowed sum |
|---|---|
| 25 eV | 1.010 |
| 100 eV | 1.033 |
| 300 eV | 1.045 |
| 1000 eV | 1.051 |

These are sums over discrete box states, so the first entry depends slightly on the box: it lies between 1.010 and 1.011 for radii from 35 to 70 bohr, while the other entries move by less than 0.001. About a fifth of the excess has appeared by 25 eV. A truncated sum close to $N_v$ is therefore no evidence of convergence.

## Crystals and the limits of the result

In a crystal the position operator is replaced by momentum matrix elements, and a metal has an intraband part. For a nondegenerate band $n$, shift the wavevector by $q$ along $z$. The Hamiltonian for the periodic part of the wavefunction gains $q(p_z+k_z)+q^2/2$. The constant $k_z$ does not connect different bands, so second-order perturbation theory gives

$$\frac12\frac{\partial^2\varepsilon_n}{\partial k_z^2}=\frac12-\sum_{m\ne n}\frac{|\langle m|p_z|n\rangle|^2}{\varepsilon_m-\varepsilon_n}.$$

With $f(n\to m)=2|\langle m|p_z|n\rangle|^2/(\varepsilon_m-\varepsilon_n)$, this becomes

$$\sum_{m\ne n}f(n\to m)+\frac{\partial^2\varepsilon_n}{\partial k_z^2}=1 .$$

The curvature, summed over occupied states, is the Drude weight. In a metal it must be added to the interband strength before any comparison with $N_v$. Core bands are among the $m$, their terms are negative and blocked, and the valence total again exceeds $N_v$. The numbers above are for atoms and should not be carried over to the solids.

The derivation requires a local potential. A nonlocal one, such as exact exchange, adds $\langle i|[z,[V_{\rm nl},z]]|i\rangle$ to the double commutator, so that $\sum_j f(i\to j)=1+\langle i|[z,[V_{\rm nl},z]]|i\rangle$, and the reference value is then no longer one per orbital.

Interactions between electrons limit the result in another way. The Coulomb repulsion commutes with $\sum_n z_n$, so the total strength of the interacting system is still the number of electrons. The division into $F_v$ and $F_c$, however, relies on assigning each transition to one orbital, and belongs to the independent-particle picture. Within that picture, the value against which to check a valence sum is $N_v$ plus the blocked strength, which can be calculated from the core and valence orbitals alone. The numerical check does this for both atoms.

## Computed results

```
Hydrogen test: 1s energy = -13.6057 eV, f(1s->2p) = 0.41620
Box radius = 18.521 angstrom
--- Na (LDA) ---
Na 3s valence energy = -2.814 eV
Na 2p core energy = -28.861 eV
Na |<2p|z|3s>| = 0.08725 angstrom
Na f(3s->2p), length form = -0.052045
Na f(3s->2p), velocity form = -0.052045
Na f(3s->3p), first allowed = 0.95537
Na sum over all final states = 1.000000
Na sum over allowed final states = 1.052045
Na excess over one electron = 5.205 percent
Na same-spin core electrons = 5
Na their allowed sum = 4.947955
Na core plus valence, this spin = 6.000000
Na allowed sum, final energy below 25 eV = 1.00981
Na allowed sum, final energy below 100 eV = 1.03323
Na allowed sum, final energy below 300 eV = 1.04513
Na allowed sum, final energy below 1000 eV = 1.05060
--- K (LDA) ---
K 4s valence energy = -2.417 eV
K 2p core energy = -279.838 eV
K |<2p|z|4s>| = 0.00576 angstrom
K f(4s->2p), length form = -0.002412
K f(4s->2p), velocity form = -0.002412
K 3p core energy = -18.879 eV
K |<3p|z|4s>| = 0.16502 angstrom
K f(4s->3p), length form = -0.117660
K f(4s->3p), velocity form = -0.117660
K f(4s->4p), first allowed = 1.05305
K sum over all final states = 1.000000
K sum over allowed final states = 1.120072
K excess over one electron = 12.007 percent
K same-spin core electrons = 9
K their allowed sum = 8.879928
K core plus valence, this spin = 10.000000
--- PAW for Na, two p partial waves ---
Reference energies = -0.776 and 25.352 eV
Rejected dataset: lowest p energy = -20.382 eV, f = -0.03020
Datasets tried = 45, energy error below 0.2 eV = 11
Selected radius = 1.4817 angstrom, extra well = 0.00 eV
Selected dataset: lowest p energy = -0.776 eV
Unfitted states between references = 13
Largest energy error among them = 0.00320 eV
Their strength, all-electron = 0.054443
Their strength, PAW = 0.055208
Window sum, all-electron = 1.012128
Window sum, full PAW dipole = 1.012893
Window sum, smooth part only = 1.010683
Sum over all PAW states, finite set = 1.04239
```
